# Composition error from one-azimuth diffraction on an unequally relaxed cubic epilayer

## Problem

A cubic alloy layer has been grown on a (001) substrate and has partly relaxed, by different amounts along the orthogonal in-plane directions [110] and [1-10]. Its composition $x$ is to be found by X-ray diffraction. A symmetric 004 reflection gives the lattice parameter $a_\perp$ along the surface normal. An asymmetric 224 reflection gives the in-plane parameter $a_1$ along [110]. The other in-plane parameter, $a_2$ along [1-10], is not measured, and the layer is assumed to be tetragonal, with $a_2=a_1$.

The unstrained layer has lattice parameter

$$a(x)=a_S+xD ,$$

where $a_S$ is the substrate parameter, equal to that of the end member $x=0$, and $D$ is the difference between the end members (Vegard's law). The relaxation along direction $i$ is

$$R_i=\frac{a_i-a_S}{a-a_S},$$

so that $R_i=0$ means a layer matched to the substrate and $R_i=1$ a fully relaxed one. The elastic constants $C_{11}$ and $C_{12}$ are known, and $k=C_{12}/C_{11}$.

(a) Find $a_\perp$ in terms of $a$, $a_1$ and $a_2$.

(b) Find the error $x'-x$ of the composition $x'$ inferred under the tetragonal assumption, first with $k$ independent of composition.

(c) Find the relaxation that the false analysis reports, and examine a layer relaxed along [110] only but measured along [1-10].

(d) Correct the result of (b) for a composition-dependent $k$.

(e) How does the error depend on the azimuth of the asymmetric reflection, and how can it be removed?

(f) Evaluate the results for $a_S=0.565$ nm, $D=0.041$ nm, $x=0.20$, $R_1=0.70$, $R_2=0.40$ and wavelength 0.154 nm. The constants $C_{11}$ and $C_{12}$ vary linearly from 120 and 54 GPa at $x=0$ to 83 and 45 GPa at $x=1$. Compare the error with effects left out of the model.

## Solution

### (a) The normal lattice parameter

Strains are referred to the unstrained layer:

$$e_1=\frac{a_1}{a}-1,\qquad e_2=\frac{a_2}{a}-1,\qquad e_z=\frac{a_\perp}{a}-1 .$$

The layer is taken to be uniform and linearly elastic. The principal directions of the in-plane strain lie at 45° to the cube axes $x,y$, in which the elastic constants are defined. With unit vectors $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$ along the two directions, the strain components in the cube axes are

$$e_{xx}=e_{yy}=\frac{e_1+e_2}{2},\qquad e_{xy}=\frac{e_1-e_2}{2}.$$

Unequal relaxation thus appears as a shear $e_{xy}$. In a cubic crystal this shear produces only the shear stress $\sigma_{xy}$ and does not enter the normal stress

$$\sigma_{zz}=C_{11}e_z+C_{12}(e_{xx}+e_{yy})=C_{11}e_z+C_{12}(e_1+e_2).$$

The top surface is free, so $\sigma_{zz}=0$. The other surface conditions, $\sigma_{xz}=\sigma_{yz}=0$, make the shears $e_{xz}$ and $e_{yz}$ vanish. Therefore

$$e_z=-k(e_1+e_2).$$

Multiplying $1+e_z$ by $a$, and using $ae_i=a_i-a$, we obtain

$$a_\perp=a-k(a_1+a_2-2a)=(1+2k)a-k(a_1+a_2). \tag{1}$$

Solved for the unstrained parameter, this is the correct analysis:

$$a=\frac{a_\perp+k(a_1+a_2)}{1+2k}. \tag{2}$$

The normal spacing responds to the sum $a_1+a_2$, that is, to the mean in-plane parameter. It carries no information on how the sum is divided. One azimuth therefore supplies two data, $a_\perp$ and $a_1$, for three unknowns, $a$, $a_1$ and $a_2$. The tetragonal assumption supplies the missing equation.

### (b) The composition error

Setting $a_2=a_1$ in (2) gives the false unstrained parameter

$$a'=\frac{a_\perp+2ka_1}{1+2k}.$$

Subtracting (2) cancels $a_\perp$:

$$a'-a=\frac{2ka_1-k(a_1+a_2)}{1+2k}=\frac{k}{1+2k}(a_1-a_2).$$

By Vegard's law, $a'-a=(x'-x)D$, so

$$x'-x=\frac{k}{1+2k}\,\frac{a_1-a_2}{D}. \tag{3}$$

The definition of relaxation gives

$$a_1-a_2=(R_1-R_2)(a-a_S)=(R_1-R_2)xD .$$

The elastic factor can be written with the Poisson ratio $\nu$ for uniaxial stress along a cube axis. If $e_l$ is the strain along the stress and $e_t$ the transverse strain, zero transverse stress requires

$$C_{12}e_l+(C_{11}+C_{12})e_t=0,\qquad \nu=-\frac{e_t}{e_l}=\frac{C_{12}}{C_{11}+C_{12}}.$$

Dividing numerator and denominator by $C_{11}$ gives $\nu=k/(1+k)$, or $k=\nu/(1-\nu)$. Then

$$\frac{k}{1+2k}=\frac{\nu}{(1-\nu)+2\nu}=\frac{\nu}{1+\nu},$$

and the error is

$$\boxed{\,x'-x=\frac{\nu}{1+\nu}(R_1-R_2)\,x\,} \tag{4}$$

No expansion in small strain was made after the linear elastic law was adopted. Within that law, and for fixed $k$, equation (4) is exact.

On a substrate of the end member $x=0$, the direction that has relaxed more gives too high a composition. For a compressed layer, its larger in-plane parameter makes the compression look weaker than it is on average. The observed normal expansion is then assigned to a larger unstrained lattice. Measurement along [1-10] interchanges $R_1$ and $R_2$ and reverses the error.

The error vanishes for $R_1=R_2$, where the layer really is tetragonal. It also vanishes as $k\to0$, because $a_\perp$ then equals $a$ whatever happens in the plane. Mechanical stability of a cubic crystal requires $C_{11}>C_{12}$, hence $k<1$. For positive $k$ the factor $k/(1+2k)$ is thus below $1/3$, and with both relaxations between 0 and 1 the relative error is below one third in magnitude.

Equation (4) relies on the substrate having the lattice parameter of the end member $x=0$. If the substrate instead matches an alloy of composition $x_S$, then $a-a_S=(x-x_S)D$. The last factor of (4) becomes $x-x_S$, while (3) is unchanged. For $x<x_S$ the error therefore changes sign, and the direction that has relaxed more gives too low a composition.

### (c) The apparent relaxation

The false analysis compares the correctly measured $a_1$ with the wrong unstrained parameter. It reports

$$R_1'=\frac{a_1-a_S}{a'-a_S}=\frac{R_1xD}{x'D}=R_1\frac{x}{x'}. \tag{5}$$

With (4), for fixed $k$,

$$R_1'=\frac{R_1}{1+\dfrac{\nu}{1+\nu}(R_1-R_2)} .$$

The relaxation is understated along the more relaxed direction and overstated along the other, unless it is zero there.

Now let the layer be relaxed along [110] only, so that $R_2=0$, and measure along [1-10]. The apparent relaxation is zero, and the composition is

$$x'=x\left(1-\frac{\nu}{1+\nu}R_1\right).$$

The data are those of a fully strained tetragonal layer of lower composition. The positions of these two reflections do not reveal the relaxation in the other direction. Peak broadening by misfit dislocations is outside the model.

### (d) Composition-dependent elastic constants

In practice $k$ is evaluated at the composition being sought, and the false analysis solves

$$a(x')+2k(x')[a(x')-a_1]=a_\perp .$$

Let $\delta=x'-x$ and $k_x=dk/dx$ at the true composition, and write $k(x')\approx k+k_x\delta$. Since $a(x')=a+D\delta$, the left side becomes

$$a+D\delta+2(k+k_x\delta)(a-a_1+D\delta).$$

The right side, from (1), is $a+k(2a-a_1-a_2)$. Expanding the product and moving the terms without $\delta$ to the right leaves

$$\delta\left[D(1+2k)+2k_x(a-a_1)\right]+2k_xD\delta^2=k(a_1-a_2), \tag{6}$$

because $k(2a-a_1-a_2)-2k(a-a_1)=k(a_1-a_2)$. To first order in $\delta$,

$$\delta\approx\frac{k(a_1-a_2)}{D(1+2k)+2k_x(a-a_1)}. \tag{7}$$

For measurement along [1-10], $a_1$ and $a_2$ are interchanged.

### (e) Other azimuths and the remedy

Let the reflection have indices $HKL$ and let $M=\sqrt{H^2+K^2}$. Its azimuth $\phi$ is measured from [110]. Reciprocal vectors are written without the factor $2\pi$. Stretching the lattice along a principal direction shrinks the reciprocal component in proportion, so the in-plane components along the two principal directions are $M\cos\phi/a_1$ and $M\sin\phi/a_2$. The in-plane parameter deduced from their resultant is

$$a_\phi=\left(\frac{\cos^2\phi}{a_1^2}+\frac{\sin^2\phi}{a_2^2}\right)^{-1/2}. \tag{8}$$

Put $a_{1,2}=\bar a(1\pm\eta)$, where $\bar a$ is the mean and $\eta=(a_1-a_2)/(2\bar a)$. To first order the bracket is $\bar a^{-2}(1-2\eta\cos2\phi)$, and

$$a_\phi\approx\bar a+\frac{a_1-a_2}{2}\cos2\phi .$$

The false analysis replaces $\bar a$ by $a_\phi$ in (2), which changes $a$ by $2k(a_\phi-\bar a)/(1+2k)$. The error (3) is therefore multiplied by $\cos2\phi$. From $\cos\phi=(H+K)/(\sqrt2M)$,

$$\cos2\phi=\frac{(H+K)^2}{M^2}-1=\frac{2HK}{H^2+K^2}.$$

This is $1$ for 224, $0.6$ for 315 and zero for 404. The 404 reflection, whose azimuth lies midway between the principal directions, samples the mean in-plane parameter to first order. For $\phi=\pm45^\circ$, expansion of (8) to second order gives

$$a_\phi\approx\bar a\left(1-\tfrac32\eta^2\right),$$

so a small error remains. The 404 vector also turns within the plane, because its two principal components are no longer equal. The turn is $\arctan(a_1/a_2)-45^\circ$, which is $\eta$ in radians to first order. The sample azimuth or the detector acceptance must allow for it.

For an untilted layer, the full remedy is to measure both $a_1$ and $a_2$ and use (2). If the layer may be tilted and the in-plane components are found from inclinations, each component should first be averaged over opposite azimuths, as described in (f). Averaging the two false compositions is equivalent for fixed $k$, since their errors are equal and opposite. Using $a_\phi$ from 404 alone removes the first-order error, but this parameter does not reveal the difference $R_1-R_2$. The difference appears in the in-plane turn of the 404 vector, which can be measured against the substrate's 404 reflection if the layer as a whole is neither rotated about the surface normal nor tilted toward [010] or its opposite. A small tilt in that direction changes the turn by nearly the tilt angle. The change has the opposite sign for the reflection with indices $(-4,0,4)$, so averaging the two turns removes it to first order.

### (f) Numerical evaluation

**The layer.** The unstrained parameter is $a=0.565+0.20(0.041)=0.5732$ nm. The in-plane parameters are

$$a_1=0.565+0.70(0.0082)=0.57074\ \text{nm},$$
$$a_2=0.565+0.40(0.0082)=0.56828\ \text{nm}.$$

At $x=0.20$, $C_{11}=112.6$ GPa and $C_{12}=52.2$ GPa, which give $k=0.4636$, $\nu=0.3167$ and $\nu/(1+\nu)=0.2406$. The in-plane strains are $-0.429$ % and $-0.858$ %, so

$$e_z=0.4636(0.429+0.858)\,\%=0.597\,\%,$$

and $a_\perp=0.57662$ nm.

**From angles to lattice parameters.** The scattering angle of 224 is $2\theta=82.059^\circ$, and its reciprocal vector is inclined at $35.542^\circ$ to the surface normal. The in-plane component is

$$\frac{2\sin(41.030^\circ)}{0.154\ \text{nm}}\sin(35.542^\circ)=4.956\ \text{nm}^{-1}.$$

Division of $\sqrt{2^2+2^2}$ by this value returns $a_1=0.5707$ nm. In the [1-10] azimuth the angles are $82.205^\circ$ and $35.659^\circ$. The unequal relaxation thus shows as a difference of about $0.15^\circ$ in $2\theta$ and $0.12^\circ$ in inclination.

**The error.** Equation (4) gives

$$x'-x=0.2406\times0.30\times0.20=0.0144 .$$

For composition-dependent $k$, the slope is $k_x=0.0724$, and (7) gives $0.01437$ along [110] and $-0.01430$ along [1-10]. Solving the implicit equation for the simulated angles gives the following results.

| Azimuth | $x'$ | $x'-x$ | Apparent relaxation |
|---|---:|---:|---:|
| [110] | 0.2144 | +0.0144 | 0.653 |
| [1-10] | 0.1857 | −0.0143 | 0.431 |

The error is about 7.2 % of the true composition in either direction. The small difference from (7) comes from the quadratic term in (6), which lowers both values of $\delta$ by about $1.5\times10^{-5}$. The apparent relaxations differ by 0.22, whereas the true ones differ by 0.30, so two separate tetragonal analyses also understate the anisotropy.

Equation (2), with both in-plane parameters and $k$ evaluated at the composition found, returns $x=0.2000$. The mean of the two false compositions is $0.20002$. For a relative error of 1 %, equation (4) requires a relaxation difference of $0.01/0.2406=0.042$.

**Other azimuths.** The 315 reflection alone gives $x'=0.2086$, an error close to $0.6\times0.0144$. The 404 reflection gives $0.19995$. Its residual $-5\times10^{-5}$ agrees with the second-order term above: $\eta=0.00216$ lowers $a_\phi$ by $4.0\times10^{-6}$ nm, and multiplication by $2(0.2406)/D$ gives $-4.7\times10^{-5}$. The in-plane turn of the 404 vector is $0.124^\circ$.

**A layer relaxed in one direction.** With $x=0.20$ kept fixed, let $R_1=0.30$ and $R_2=0$. The [1-10] measurement gives $x'=0.1858$ and zero apparent relaxation. The composition error is nearly that of the first layer, because $R_1-R_2$ is again 0.30 in magnitude, but here the relaxation itself is missed.

**Effects left out.** The largest of those evaluated is tilt of the layer relative to the surface from which inclinations are measured. It matters when the in-plane component is found from the inclination, as was done above. A tilt $\tau$ toward [110] changes the in-plane component of 224 by $\tau$ times its normal component. The ratio of these components is

$$\frac{4/a_\perp}{\sqrt8/a_1}=\frac{\sqrt2\,a_1}{a_\perp},$$

so the measured $a_1$ changes by $-\sqrt2\,\tau a_1^2/a_\perp$. For $\tau=0.05^\circ$ this is $-7.0\times10^{-4}$ nm, and the inferred composition shifts by $-0.0081$. That is more than half the azimuth error, and it may add to it or oppose it according to the direction of tilt. For the reflection with indices $(-2,-2,4)$, in the opposite azimuth, the first-order change has the other sign. Averaging the two in-plane components leaves a shift of about $2.5\times10^{-6}$. This average removes tilt, but not the error of the tetragonal assumption, since both reflections sample $a_1$. Tilt also drops out if the in-plane component is found from the scattering angles of 004 and 224 alone. These give the lengths of the two reciprocal vectors, which a rigid rotation of the layer leaves unchanged, and the in-plane component of 224 is the square root of its squared length minus $(4/a_\perp)^2$. This route assumes that [001] stays perpendicular to [110]. On a miscut substrate the free surface is not (001), and the cell is sheared as well as rotated, which changes the length of 224 to first order. For the present layer with $C_{44}=56$ GPa and a $2^\circ$ miscut toward [110], the composition found in this way shifts by about $+0.003$ from 224 and $-0.003$ from $(-2,-2,4)$, so averaging over opposite azimuths is still needed. The route is also sensitive to angle errors: $0.01^\circ$ in $2\theta$ of 224 moves the composition by about $0.002$.

The remaining shifts refer to the two-azimuth analysis of the same layer:

- **Elastic constants:** a value of $k$ that is 5 % too large gives $-0.0021$. The excess $k$ assigns more of the normal expansion to strain and less to composition.
- **Vegard's law:** a true unstrained parameter 0.0001 nm below the linear law gives $-0.0024$, close to $-0.0001/0.041$.
- **Temperature:** if absolute lattice parameters are used, a 10 K rise with an expansion coefficient of $6\times10^{-6}$ K$^{-1}$ gives $+0.0008$.
- **Refraction:** for an index $1-\Delta_n$ with $\Delta_n=1.5\times10^{-5}$, the in-plane wavevector is conserved at the surface, and $a_1$ found from the inclination is unaffected. The apparent $a_\perp$ falls by the fraction $\Delta_n/\sin^2\theta$, which gives $-0.0004$. If the in-plane parameters are instead found from scattering angles alone, refraction at the glancing angle of about $5.5^\circ$ in the 224 geometry lowers $a_1$ by $1.2\times10^{-4}$ nm, and the shift becomes $-0.0018$.
- **Finite strain:** replacing each strain $e$ by $e+e^2/2$ in the linear stress law gives $-0.0003$. Third-order elastic constants are not included.

**Relation to real layers.** The parameters are round values in the rough regime of partly relaxed (In,Ga)As on GaAs, and the result is not a computation of a particular sample. In such zincblende layers the [110] and [1-10] directions are not equivalent, and the dislocations that relax them have different core structures and can differ in mobility. A relaxation difference of 0.30 was chosen to make the effect plain; at fixed composition and elastic constants, the error in (4) scales in proportion to it. Real layers may be tilted, especially on miscut substrates. The tilt estimate above is for $0.05^\circ$ only. At about $0.09^\circ$ toward [110], the shift of the composition found from 224 and its inclination is as large as the azimuth error and opposite in sign, so the two nearly cancel and the result is right only by accident. With the same tilt in the opposite direction they add. Real layers may also vary in composition or relaxation with depth. The two reflections then need not represent the same average layer, and the present model gives no estimate of the resulting shift.

The full set of computed values is in the numerical output.

## Table of computed values

```
Substrate, end-member parameter: 0.5650, 0.6060 nm
C11, C12, C44 at x=0: 120.0 54.0 60.0 GPa
C11, C12, C44 at x=1: 83.0 45.0 40.0 GPa
Wavelength: 0.1540 nm
True x, R1, R2: 0.20, 0.70, 0.40
C11, C12 of layer: 112.60, 52.20 GPa
k, nu, nu/(1+nu): 0.4636, 0.3167, 0.2406
Relaxed layer parameter a: 0.573200 nm
In-plane a1 along [110]: 0.570740 nm
In-plane a2 along [1-10]: 0.568280 nm
Normal parameter a_perp: 0.576621 nm
Strains e1, e2, e_z: -0.4292, -0.8583, 0.5969 %
(0, 0, 4) 2theta, inclination: 64.5720, 0.0000 deg
(2, 2, 4) 2theta, inclination: 82.0590, 35.5418 deg
(2, -2, 4) 2theta, inclination: 82.2051, 35.6589 deg
Error from simple formula, [110]: 0.01443
Error from refined formula, [110]: 0.01437
Error from refined formula, [1-10]: -0.01430
dk/dx at true x: 0.0724
False x from [110], error: 0.21435, +0.01435
False x from [1-10], error: 0.18568, -0.01432
Relative errors [110], [1-10]: +7.18, -7.16 %
Apparent relaxation [110], [1-10]: 0.6531, 0.4308
x from both azimuths together: 0.20000
Mean of the two false x: 0.200016
R1-R2 giving 1 % relative error: 0.0416
x from 315 alone: 0.20858
x from 404 alone: 0.19995
In-plane turn of 404 vector: 0.1237 deg
One-way relaxed layer R1, R2: 0.30, 0.00
  false x, apparent R from [1-10]: 0.18576, 0.0000
Neglected effects, shift of x:
  tilt 0.05 deg, one side only: -0.00813
  tilt after opposite-azimuth mean: +2.5e-06
  C12/C11 too large by 5 %: -0.00210
  refraction, decrement 1.5e-05: -0.00038
  finite strain (Green strain): -0.00028
  Vegard deviation -0.0001 nm: -0.00242
  10 K offset, expansion 6e-06 /K: +0.00083
```
